# The vacancy level of a honeycomb lattice with staggered site energies

## Problem

A honeycomb lattice has one orbital per site and no spin-dependent terms. Sites of sublattice A have energy $+\Delta$ and sites of sublattice B have $-\Delta$, with $\Delta>0$. An amplitude $-t$ joins nearest neighbours, which lie on opposite sublattices. Energy zero is midway between the two site energies.

The lattice vectors are $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$. The A site of cell $\mathbf R$ has as neighbours the B sites of cells $\mathbf R$, $\mathbf R-\mathbf a_1$ and $\mathbf R-\mathbf a_2$. The sheet is periodic with $L$ cells along each direction ($L\ge3$), so it has $N=L^2$ cells. One A site, at $\mathbf R=0$, is removed, and all other site energies and hoppings stay as they were.

(a) Show that the sheet now has a state at energy $-\Delta$, and find where it lives.

(b) Can any level lie between $-\Delta$ and $+\Delta$?

(c) Is the state in (a) unique, and is it due to the vacancy?

(d) Find its weight on the three neighbours of the vacancy. What becomes of the state in an infinite sheet?

(e) For a buckled germanium sheet with $t=1.0$ eV, $\Delta=0.10$ eV and $L=20$, find the levels and their filling, and estimate what the model leaves out.

## Hints

1. Write the Hamiltonian in blocks, A sites first. Compare the number of equations on A with the number of unknowns on B.
2. Square the Hamiltonian.
3. Ask whether the pristine hopping matrix can be inverted. Plane waves diagonalize it.
4. Let the pristine hopping matrix act on the vacancy state. The result can differ from zero at one site only.
5. For small extra terms, take the expectation value in the vacancy state.

## Solution

### (a) A state on one sublattice

Let $\chi$ hold the amplitudes on the $N-1$ remaining A sites and $\varphi$ those on the $N$ B sites. The Hamiltonian is

$$H=\begin{pmatrix}\Delta & T\\ T^\dagger & -\Delta\end{pmatrix},$$

where $T$ has $N-1$ rows and $N$ columns and contains the hoppings $-t$. The eigenvalue equations are

$$(E-\Delta)\chi=T\varphi,\qquad (E+\Delta)\varphi=T^\dagger\chi .$$

Try $\chi=0$. The second equation gives $E=-\Delta$ for nonzero $\varphi$, and the first becomes $T\varphi=0$. These are $N-1$ homogeneous linear equations for $N$ unknowns, so a nonzero solution exists. The state lives on B alone and has energy $-\Delta$.

The expectation of a midgap state comes from $\Delta=0$, where the same $\varphi$ has energy zero. The staggering then adds $-\Delta$ on every site that the state occupies, so the level moves by the full $-\Delta$ and its wave function does not change.

The argument uses the number of sites, the equal energies of all B sites and the absence of hopping between B sites (terms acting on A alone drop out because $\chi=0$). It does not use the values of the hoppings, so bonds that are stretched or weakened near the vacancy leave the level where it is.

### (b) Nothing inside the gap

In $H^2$ the upper right block is $\Delta T+T(-\Delta)=0$, and the lower left block vanishes likewise. What remains is

$$H^2=\Delta^2+\begin{pmatrix}TT^\dagger&0\\0&T^\dagger T\end{pmatrix}.$$

Both blocks are non-negative, since $\langle\varphi|T^\dagger T|\varphi\rangle=\|T\varphi\|^2$. Hence $E^2\ge\Delta^2$, and no level has $|E|<\Delta$.

The other levels follow from the singular values $s>0$ of $T$. With $Tv=su$ and $T^\dagger u=sv$, the pair $(u,v)$ gives a two-by-two problem:

$$\begin{pmatrix}\Delta&s\\s&-\Delta\end{pmatrix}\quad\Rightarrow\quad E=\pm\sqrt{\Delta^2+s^2}.$$

Vectors with $T\varphi=0$ give $E=-\Delta$, and vectors with $T^\dagger\chi=0$ give $E=+\Delta$. This exhausts the space.

For the pristine sheet, a plane wave $\varphi(\mathbf R)=e^{i\mathbf k\cdot\mathbf R}$ gives

$$(T_0\varphi)(\mathbf R)=-tF(\mathbf k)e^{i\mathbf k\cdot\mathbf R},\qquad F=1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2},$$

where $T_0$ is the full $N\times N$ hopping matrix. The bands are therefore $\pm\sqrt{\Delta^2+t^2|F|^2}$. In the infinite sheet $F$ reaches zero, so the gap runs from $-\Delta$ to $+\Delta$. The vacancy energy coincides with the top of the valence band.

### (c) Counting the states

Let $T$ have rank $r$. Then $T\varphi=0$ has $N-r$ independent solutions and $T^\dagger\chi=0$ has $N-1-r$. The numbers of levels at the two edges obey

$$n(-\Delta)-n(+\Delta)=(N-r)-(N-1-r)=1 .$$

To find each number separately we need the zeros of $F$. Two complex numbers of unit modulus add to $-1$ only if their imaginary parts cancel and each real part is $-\tfrac12$. So $F=0$ requires $\mathbf k\cdot\mathbf a_1=-\mathbf k\cdot\mathbf a_2=\pm2\pi/3$. These are the two Dirac points. The allowed values of $\mathbf k\cdot\mathbf a_j$ are multiples of $2\pi/L$, so the Dirac points are allowed only if 3 divides $L$.

**If 3 does not divide $L$,** $T_0$ is invertible and its $N$ rows are independent. Deleting one leaves rank $N-1$. There is then one state at $-\Delta$ and none at $+\Delta$, while the pristine sheet had none at either energy. The state is unique and is due to the vacancy.

**If 3 divides $L$,** the pristine sheet already has two states at each edge, and $T_0$ has rank $N-2$. The solutions of $T_0^\dagger\chi=0$ include a plane wave, which is nonzero at every A site. The deleted row is therefore a combination of the others, and the rank stays $N-2$. Now $n(-\Delta)=2$ and $n(+\Delta)=1$: the vacancy has removed a state from the upper edge and added none to the lower one. Diagonalization for $L=6$ gives these counts, and for $L=7$ it gives one and zero.

From here on, 3 does not divide $L$.

### (d) Shape of the state, and the infinite sheet

The vacancy state satisfies the neighbour condition at every A site except the missing one. With a free constant $c$,

$$\varphi(\mathbf R)+\varphi(\mathbf R-\mathbf a_1)+\varphi(\mathbf R-\mathbf a_2)=c\,\delta_{\mathbf R,0}.$$

In Fourier space the left side is multiplication by $F$, and the right side is the constant $c$. Therefore

$$\varphi(\mathbf R)=\frac cN\sum_{\mathbf k}\frac{e^{i\mathbf k\cdot\mathbf R}}{F(\mathbf k)},\qquad \sum_{\mathbf R}|\varphi|^2=|c|^2g,\qquad g=\frac1N\sum_{\mathbf k}\frac1{|F|^2}.$$

A rotation by $120^\circ$ about the vacancy maps the sheet onto itself. Since the state is unique, the rotation can only multiply it by a phase. The sum over the three neighbours is $c\ne0$ and is unchanged by the rotation, so the phase is 1 and each neighbour has amplitude $c/3$. Their total share of the norm is

$$w=\frac{3|c/3|^2}{|c|^2g}=\frac1{3g}.$$

**Growth of $g$.** Put $\mathbf k=\mathbf K+\mathbf q$ near a Dirac point, with $p_j=\mathbf q\cdot\mathbf a_j$. To first order $F$ is $-i$ times $p_1$ and $p_2$ weighted by phases that differ by $240^\circ$. Since $2\cos240^\circ=-1$,

$$|F|^2\simeq p_1^2+p_2^2-p_1p_2=\tfrac34a^2q^2 .$$

The last form follows from $p_1=aq_x$ and $p_2=a(q_x+\sqrt3q_y)/2$. The mean over the mesh becomes $A_c/(4\pi^2)$ times an integral, with cell area $A_c=\sqrt3a^2/2$. Two Dirac points contribute, and the mesh spacing cuts off small $q$ at a value proportional to $1/L$:

$$g\simeq2\,\frac{\sqrt3a^2/2}{4\pi^2}\int\frac{2\pi q\,dq}{3a^2q^2/4}=\frac{2}{\sqrt3\,\pi}\ln L+\text{const}.$$

The coefficient is 0.3676. Mesh sums give $g=1.328$, 2.154 and 2.999 for $L=20$, 200 and 2000, so $w$ falls from 0.251 to 0.155 and 0.111.

The next term of $|F|^2$ is cubic in $q$ and changes sign with $\mathbf q$. It changes $1/|F|^2$ by an amount of order $1/q\propto L$, and hence changes $g$ by order $L/L^2=1/L$. The mesh points around a Dirac point are reversed between $L=1$ and $L=2$ modulo 3, so the sign of this correction alternates. The difference of $g$ between $L$ and $L-1$, less its logarithmic part and multiplied by $L$, is indeed nearly constant: 0.840 at $L=200$ and 0.838 at $L=2000$. Averaging the two classes removes the correction, and the slope between these sizes is then 0.36755, as the formula gives.

**The tail.** Near a Dirac point $F$ is, up to a phase, $\tfrac{\sqrt3}2a(q_x\pm iq_y)$. Its inverse transforms as

$$\int d^2q\,\frac{e^{i\mathbf q\cdot\mathbf r}}{q_x+iq_y}=\frac{2\pi i}{x+iy}.$$

To verify this, apply $\partial_x+i\partial_y$: the left side becomes $i\,4\pi^2\delta(\mathbf r)$, and so does the right side, because $(\partial_x+i\partial_y)(x+iy)^{-1}=2\pi\delta(\mathbf r)$. For $c=1$, each Dirac point contributes an amplitude of modulus

$$\frac{A_c}{4\pi^2}\,\frac{2}{\sqrt3a}\,\frac{2\pi}{r}=\frac{a}{2\pi r}.$$

After averaging over the interference of the two, $|\varphi|^2=2(a/2\pi r)^2$. With $1/A_c$ sites per area, a ring from $r_1$ to $r_2$ holds $(2/\sqrt3\pi)\ln(r_2/r_1)$. For $L=2000$, the ring sums divided by $\ln3$ are 0.3724 between $10a$ and $30a$, and 0.3678 between $30a$ and $90a$. They differ from the asymptotic coefficient by 1.3% and less than 0.1% of its value. Sharp ring edges on a discrete lattice make such differences vary irregularly with the choice of ring, so the closeness of the second value is partly chance.

**The infinite sheet.** Equal ratios of radius hold equal weight, so the norm diverges logarithmically. More formally, any square-summable solution would have the transform $c/F$, whose square is not integrable at the Dirac points. This forces $c=0$ and then $\varphi=0$. There is thus no bound state at $-\Delta$ in the infinite sheet. What survives is a solution with a $1/r$ tail at the edge of the continuum, a threshold resonance. The result of (b) still holds, so the gap stays empty.

### (e) A buckled germanium sheet

In such a sheet the two sublattices lie at different heights, so a substrate can give them different energies. Rough typical values are $a=0.40$ nm, $t=1.0$ eV and a height difference of 0.07 nm. The value $\Delta=0.10$ eV is chosen.

**Levels.** The cell area is $0.866\times(0.40\ \text{nm})^2=0.1386\ \text{nm}^2$. One vacancy in 400 cells, or $55.4\ \text{nm}^2$, is a density of $1.80\times10^{12}\ \text{cm}^{-2}$. Diagonalization puts the vacancy level at $-0.100$ eV ($-1.60\times10^{-20}$ J), equal to $-\Delta$ within rounding error. Its neighbours in energy are at $\pm0.202$ eV.

Those neighbours need care in reading. The pristine cell also has its innermost levels at $\pm0.202$ eV, because the mesh misses the Dirac points. The smallest value of $t|F|$ is $\sqrt{0.202^2-0.100^2}=0.176$ eV. In this small cell the vacancy level therefore stands alone, halfway between midgap and the nearest valence level. As $L$ grows, the smallest $|F|$ falls as $1/L$ and the valence levels close up to $-\Delta$. The isolation is an effect of cell size.

**Filling.** For each spin there are 399 levels below the vacancy level and 399 above. With one electron per site there are 799 electrons. The lower levels take $2\times399=798$, and one electron is left for the level at $-\Delta$. Without interactions, the neutral vacancy carries one unpaired spin.

**Terms within a sublattice.** Such terms move the level if they act on B; terms on A alone leave it at $-\Delta$. Each is evaluated to first order with $g=1.328$.

- *Second-neighbour hopping $t_2$.* Let $S$ sum the amplitudes on the six second neighbours. Two successive nearest-neighbour hops return to the start in three ways and reach each second neighbour in one, so $T_0^\dagger T_0=t^2(3+S)$. At the Dirac points $S=-3$, and the band edge itself moves by $-3t_2$. Relative to that edge the level moves by $t_2\langle S+3\rangle=t_2\|T_0\varphi\|^2/(t^2|c|^2g)=t_2/g$.
- *Energy shift $u$ of the three neighbours.* The level moves by $uw=u/(3g)$.
- *New bonds $-t_r$ between each pair of neighbours.* Six ordered pairs, each with amplitude product $|c|^2/9$, give $-2t_r/(3g)$.
- *Spin-orbit coupling.* This acts as an imaginary, antisymmetric second-neighbour hopping. As $\varphi$ can be chosen real, the first-order shift is zero.

The table sets these beside full diagonalization of the same cell, where the level is followed by its overlap (the squared modulus of the inner product) with the original state. All energies are in eV. The first three strengths are trial values, and the fourth is a rough typical one.

| Term | Strength | First order | Full | Overlap |
|---|---|---|---|---|
| $t_2$ | 0.030 | 0.023 | 0.024 | 0.99 |
| $u$ | 0.100 | 0.025 | 0.026 | 0.99 |
| $t_r$ | 0.200 | −0.100 | −0.067 | 0.77 |
| spin-orbit | 0.012 | 0 | 0.0004 | 1.00 |

Positive $t_2$ or $u$ lifts the level into the gap, and negative values push it towards the valence levels. For rebonding, the first-order shift is nearly as large as the distance to the next level, 0.102 eV, so first order is unreliable there. Spin-orbit coupling hardly moves the vacancy level, but it raises the bulk valence edge by 0.012 eV.

**Repulsion.** If the unpaired electron has density $|\varphi_i|^2$ on site $i$ (normalised), an on-site repulsion $U$ raises the level of the opposite spin by $U\sum_i|\varphi_i|^4$ in mean field with a fixed orbital. For a trial $U=2.0$ eV this is $2.0\times0.0341=0.068$ eV. Both this sum and the shifts above depend on cell size, because the weight near the vacancy does. The full shifts from $t_2$ and $u$ fall from 0.024 and 0.026 eV at $L=20$ to 0.021 and 0.0235 eV at $L=200$ and are unchanged at $L=500$, while their first-order values keep falling as $1/g$. With these positive terms the large sheet therefore keeps a level inside the gap. The fixed orbital also leaves out the response of the other electrons, which is strong at this $U$. In a smaller cell with $L=14$, the spin splitting of the level is 0.083 eV with a fixed orbital and 0.198 eV in self-consistent mean field. For $L=20$ the self-consistent value is 0.168 eV, against 0.068 eV with a fixed orbital. The enhancement is this large because $U=2t$ lies close to the mean-field magnetic instability of the honeycomb lattice (near $2.2t$ for $\Delta=0$), where mean field is not a reliable guide. At $U=1.0$ eV and $L=14$ the two values are 0.042 and 0.057 eV.

**The real case.** The model's $-0.10$ eV is not a prediction for a germanium vacancy. One doubtful assumption is that the neighbours do not bond to each other. With the trial strength, rebonding lowers the level by 0.067 eV in this cell, two thirds of $\Delta$, and by 0.052 eV in a larger cell with $L=26$. These values are set by the cell size: the level stays above the next valence level, so the shift shrinks to 0.021 eV at $L=50$ and 0.002 eV at $L=200$, and in a large sheet the state mixes into the valence band. Repulsion splits the level by 0.07 to 0.17 eV in the $L=20$ cell for the trial $U$. Broken in-plane bonds add orbitals that are absent here, and full relaxation of the atoms is not treated. The chosen $\Delta$ is also large for a gate to supply: the unscreened field would be $2\Delta/(e\times0.07\ \text{nm})\approx2.9$ V/nm, or 29 MV/cm, whereas good gate oxides break down at very roughly 10 MV/cm. A substrate would have to provide most of it. At 300 K the thermal energy is 0.026 eV, so the level lies 3.9 thermal energies below midgap.

## Variation 1: remove a B site instead

Now $T$ has $N$ rows and $N-1$ columns. The equations $T^\dagger\chi=0$ are $N-1$ conditions on $N$ unknowns, so a nonzero $\chi$ exists. With $\varphi=0$, the first eigenvalue equation gives $E=+\Delta$. The state lives on A and sits at the conduction band edge. If 3 does not divide $L$, there are again $N-1$ levels below it and $N-1$ above, and with one electron per site it again holds one electron. The sign of the vacancy energy thus tells which sublattice lost the atom, as long as hopping within a sublattice and changes of site energy are negligible.

## Variation 2: remove one A site and one B site

Let 3 not divide $L$. The matrix $T$ is now square, with $N-1$ rows and columns, and counting alone guarantees no state at either edge. Suppose $T\varphi'=0$ has a nonzero solution. Extend $\varphi'$ by a zero at the missing B site. The extended vector satisfies all the conditions of part (a), whose solution is unique, so it must be the single-vacancy state $\varphi$. A state at $-\Delta$ therefore exists if, and only if, $\varphi$ vanishes at the B site that was removed. Since a square matrix and its adjoint have equally many null vectors, a state at $+\Delta$ then accompanies it.

If the two missing sites are nearest neighbours, $\varphi=c/3\ne0$ at the removed B site. No state lies at $\pm\Delta$, and by part (b) every level has $|E|>\Delta$. Removing the second atom has taken away the level at $-\Delta$ that the first one produced.

Most of the computed values used above are collected in the numerical output that follows.

## Numbers as computed

```
hopping t = 1.00 eV, staggering Delta = 0.10 eV
lattice constant = 0.40 nm, buckling = 0.07 nm
cells per side L = 20, cells N = 400
side of sheet = 8.0 nm
vacancy density = 1.804e+12 cm^-2
infinite-sheet gap 2 Delta = 0.20 eV
pristine cell: top valence level = -0.202052 eV
pristine cell: lowest upper level = 0.202052 eV
vacancy level = -0.100000000 eV = -1.6022e-20 J
distance of vacancy level from -Delta = 5.6e-17 eV
next level below = -0.202052 eV
next level above = 0.202052 eV
levels below / above vacancy level = 399 / 399 (per spin)
weight on A sublattice = 1.0e-30
weight on three neighbours = 0.2510
level counts: pristine -Delta, +Delta; vacancy -Delta, +Delta
  L = 6: 2, 2; 2, 1
  L = 7: 0, 0; 1, 0
L = 20: g = 1.3281, neighbour weight = 0.2510
L = 200: g = 2.1544, neighbour weight = 0.1547
L = 2000: g = 2.9988, neighbour weight = 0.1112
slope of g against ln L: found 0.36755, formula 0.36755
L x class difference of g, L = 200, 2000: 0.8401, 0.8382
slope from rings 10-30 a, 30-90 a: 0.3724, 0.3678
neglected terms: strength, first-order shift, full shift (eV), overlap
  second-neighbour hopping: 0.030, 0.0226, 0.0237, 0.991
  neighbour site shift: 0.100, 0.0251, 0.0264, 0.989
  neighbour rebonding: 0.200, -0.1004, -0.0674, 0.765
  spin-orbit coupling: 0.012, 0.0000, 0.0004, 0.996
spin-orbit shift of bulk valence edge = 0.0120 eV
sum of phi^4 = 0.0341
trial on-site repulsion = 2.0 eV
mean-field spin splitting = 0.0682 eV
thermal energy at 300 K = 0.0259 eV
Delta / thermal energy = 3.87
unscreened field giving Delta = 28.6 MV/cm
```
